\section*{Wick's theorem for ordinary and time-ordered products of bosonic operators, part 2}

The problem is to write products of linear operators in bosonic modes as sums of contractions times normal products, and now to extend this to time-ordered products. Hartree atomic units are used, so $\hbar=m_e=1$. The modes $k$ obey $[a_k,a_l^\dagger]=\delta_{kl}$, with all other commutators zero, $a_k|0\rangle=0$ and $\langle0|0\rangle=1$. A linear operator is
\begin{equation}
A_i=A_i^{+}+A_i^{-},\qquad A_i^{+}=\sum_k\alpha_{ik}\,a_k,\qquad A_i^{-}=\sum_k\beta_{ik}\,a_k^\dagger .
\label{eq:split}
\end{equation}
The contraction of $A_i$ standing to the left of $A_j$ is the number $c_{ij}=[A_i^+,A_j^-]=\langle0|A_iA_j|0\rangle$. With $M_S=\prod_{i\in S}A_i^-$ and $L_S=\prod_{i\in S}A_i^+$, the normal product is
\begin{equation}
N(I)\equiv N\Big(\prod_{i\in I}A_i\Big)=\sum_{S\subseteq I}M_S\,L_{I\setminus S},\qquad N(\emptyset)=1 .
\label{eq:normal}
\end{equation}
It is (i) symmetric, (ii) linear in each factor, and (iii) of zero vacuum value for nonempty $I$. For $0\notin I$,
\begin{equation}
A_0\,N(I)=N(\{0\}\cup I)+\sum_{j\in I}c_{0j}\,N(I\setminus\{j\}).
\label{eq:lemma}
\end{equation}
A partial pairing $P$ is a set of disjoint unordered pairs of labels, and $R(P)$ is the set left unpaired. Wick's theorem, and its case $n=3$, are
\begin{equation}
A_1A_2\cdots A_n=\sum_{P}\Big(\prod_{\{i,j\}\in P,\ i<j}c_{ij}\Big)\,N\big(R(P)\big),
\label{eq:wick}
\end{equation}
\begin{equation}
A_1A_2A_3=N(A_1A_2A_3)+c_{12}A_3+c_{13}A_2+c_{23}A_1,
\label{eq:n3}
\end{equation}
The number of complete pairings of $2n$ labels is
\begin{equation}
\mathcal P_n=(2n-1)(2n-3)\cdots3\cdot1=(2n-1)!!=\frac{(2n)!}{2^n\,n!}.
\label{eq:count}
\end{equation}
The number of terms with $k$ contractions among $m$ operators is
\begin{equation}
\binom{m}{2k}(2k-1)!!=\frac{m!}{(2k)!\,(m-2k)!}\cdot\frac{(2k)!}{2^kk!}=\frac{m!}{2^k\,k!\,(m-2k)!}.
\label{eq:partialcount}
\end{equation}
For one oscillator, $H=p^2/2\mu+\tfrac12\mu\omega^2q^2$ with $[q,p]=i$, mode operator $a$ and number states $|\nu\rangle$,
\begin{equation}
q=s\,(a+a^\dagger),\qquad p=\frac{a-a^\dagger}{2is},\qquad s^2=\frac{1}{2\mu\omega}.
\label{eq:qp}
\end{equation}
With $x=q/s=a+a^\dagger$, the Gaussian ground state gives $\langle0|x^{2n}|0\rangle=(2n-1)!!$. For a charged field $\psi=a+b^\dagger$, with particle mode $a$ and antiparticle mode $b$, $\langle0|\psi^n\psi^{\dagger n}|0\rangle=1,2,6$ for $n=1,2,3$, which is also the number of nonzero pairings.

\section{Time-ordered products}

Let each operator carry a time, $A_i=A_i(t_i)$, and evolve with the free Hamiltonian $H_0=\sum_k\omega_k(a_k^\dagger a_k+\tfrac12)$. For $a_k(t)=e^{iH_0t}a_ke^{-iH_0t}$ the equation of motion is $i\,\dot a_k=[a_k,H_0]=\omega_ka_k$, so $a_k(t)=a_ke^{-i\omega_kt}$: free evolution keeps the form \eqref{eq:split} and only changes the coefficients. The symbol $T$ writes the factors in order of decreasing time from left to right. If two times are equal the order is not fixed by this rule, so assume that operators at equal times commute. Define
\begin{equation}
D_{ij}=\langle0|T\,A_iA_j|0\rangle=\begin{cases}c_{ij},&t_i\ge t_j,\\ c_{ji},&t_j\ge t_i.\end{cases}
\label{eq:D}
\end{equation}
At $t_i=t_j$ the two lines agree, because $c_{ij}-c_{ji}=\langle0|[A_i,A_j]|0\rangle=0$. By construction $D_{ij}=D_{ji}$. This is the Feynman propagator; some conventions attach a factor $i$ to the symbol, and none is attached here. The claim is
\begin{equation}
T(A_1\cdots A_n)=\sum_P\Big(\prod_{\{i,j\}\in P}D_{ij}\Big)N\big(R(P)\big).
\label{eq:wickT}
\end{equation}
Both sides are unchanged when the labels are permuted. The left side is, because $T$ sorts the factors by their times whatever order they were written in, and factors at equal times commute. The right side is, because a relabelling maps the set of pairings onto itself one to one, $D$ is symmetric, and $N$ is symmetric by (i). It is therefore enough to prove \eqref{eq:wickT} for the labelling with $t_1\ge t_2\ge\dots\ge t_n$. Then the left side is the ordinary product, and for $i<j$ \eqref{eq:D} gives $D_{ij}=c_{ij}$, so \eqref{eq:wickT} is \eqref{eq:wick}. The vacuum value of $2n$ fields is again a sum of $(2n-1)!!$ terms, each a product of $n$ propagators.

For one mode, $q(t)=s(ae^{-i\omega t}+a^\dagger e^{i\omega t})$ has $c_{ij}=s^2e^{-i\omega(t_i-t_j)}$, so
\begin{equation}
D_{ij}=D(t_i-t_j),\qquad D(t)=s^2e^{-i\omega|t|},\qquad D(0)=s^2 .
\label{eq:Dmode}
\end{equation}
In the limit of all times equal, \eqref{eq:wickT} gives $\langle q^{2n}\rangle=(2n-1)!!\,s^{2n}$, the Gaussian result.

The equal-time condition deserves two tests. For a real field with modes of wave number $\pm k$, frequency $\omega$ and real amplitude $g$, the annihilation part is $\phi^+(x,t)=g(a_+e^{ikx}+a_-e^{-ikx})e^{-i\omega t}$, the creation part is its adjoint, and $c_{ij}=2g^2\cos k(x_i-x_j)\,e^{-i\omega(t_i-t_j)}$, which is symmetric at equal times. With the mode $+k$ alone one would have $c_{ij}-c_{ji}=2ig^2\sin k(x_i-x_j)$ at equal times, which is nonzero unless $k(x_i-x_j)$ is a multiple of $\pi$. For $q$ and $p$ at one time, \eqref{eq:qp} gives $c(q,p)=s\cdot(-1/2is)=+i/2$ and $c(p,q)=(1/2is)\cdot s=-i/2$. Their difference is $[q,p]=i$, and $T(qp)$ at equal times is undefined until a convention is added. This case arises for interactions that contain time derivatives of the field.

\section{Use in the S-matrix}

In the interaction picture $i\,\partial_tU(t,t_0)=V(t)U(t,t_0)$ with $U(t_0,t_0)=1$ and $V(t)=e^{iH_0t}Ve^{-iH_0t}$. Integrating once gives $U(t,t_0)=1-i\int_{t_0}^tV(t_1)U(t_1,t_0)\,dt_1$, and repeated substitution gives at order $r$ the term $(-i)^r\int V(t_1)\cdots V(t_r)$ over the region $t\ge t_1\ge\dots\ge t_r\ge t_0$. In that region the product equals $T(V(t_1)\cdots V(t_r))$, which is symmetric in the times. The cube $[t_0,t]^r$ consists of $r!$ such regions, which give equal integrals, so
\begin{equation}
U(t,t_0)=\sum_{r\ge0}\frac{(-i)^r}{r!}\int_{t_0}^t\!dt_1\cdots\!\int_{t_0}^t\!dt_r\;T\big(V(t_1)\cdots V(t_r)\big),
\label{eq:dyson}
\end{equation}
and $S$ is the limit $t_0\to-\infty$, $t\to\infty$ for an interaction switched off at early and late times. If $V$ is a polynomial in free fields that commute at equal times, each term is a $T$ product of linear operators and \eqref{eq:wickT} applies. A contraction becomes an internal line of a diagram, and a field left in $N$ creates or absorbs an external particle.

A contraction of two fields in the same vertex gives $D(0)$. For a field at a point this is a sum of squared mode amplitudes. If each squared amplitude is proportional to $1/2\omega_k$, as in \eqref{eq:qp}, and $\omega_k$ grows like $|k|$, then in three dimensions the sum behaves as $\int k^2\,dk/k$ and diverges when the number of modes is unlimited. Such contractions are absent if each vertex is a normal product. Let $V_\alpha=N(B_\alpha)$ for disjoint label sets $B_\alpha$, with the vertices written in order of decreasing time. Expand each by \eqref{eq:normal}. Each resulting term is an ordinary product of factors $X_i$, one per label, each equal to $A_i^+$ or $A_i^-$, and all choices occur once. The $X_i$ are linear operators, so \eqref{eq:wick} applies. The contraction of $X$ left of $Y$ is $[X^+,Y^-]$, nonzero only if $X$ is an annihilation part and $Y$ a creation part, and inside one vertex that order never occurs. Only pairings between different vertices remain, and for those the left-right order is that of the vertices, the same for every choice of the $X_i$. Summing over the choices for a fixed pairing, the four contractions of $X_i$ with $X_j$ add to $c_{ij}=D_{ij}$, because the contraction is linear in each argument, and the normal products add to $N(R(P))$ by (ii). So \eqref{eq:wickT} holds with $P$ restricted to pairings without a pair inside a vertex.

As the simplest case take $V=\lambda q^3$. The first-order vacuum term has three fields and vanishes. The second-order term is $-\tfrac12\lambda^2\iint G(t_1-t_2)\,dt_1dt_2$, the sign being $(-i)^2$, with $G(t)=\langle0|T\,q^3(t)\,q^3(0)|0\rangle$; by \eqref{eq:Dmode} only the time difference enters. There are six fields and 15 pairings. Pairs inside a vertex use an even number of its three fields, so the number of links between the vertices is 3 or 1. Three links can be made in $3!=6$ ways, each worth $D(t)^3$. For one link choose its end in each vertex, in $3\cdot3=9$ ways; the two fields left in each vertex pair with each other, and the term is $D(0)^2D(t)$. Since $6+9=15$ nothing is missed:
\begin{equation}
G(t)=6D(t)^3+9D(0)^2D(t)=s^6\big(6e^{-3i\omega|t|}+9e^{-i\omega|t|}\big).
\label{eq:G}
\end{equation}
For the normal-ordered vertex, \eqref{eq:n3} gives $N(q^3)=q^3-3s^2q$, and only $6D(t)^3$ remains. To test \eqref{eq:G}, insert oscillator states for $t>0$: $G(t)=\sum_\nu|\langle\nu|q^3|0\rangle|^2e^{-i\nu\omega t}$, because $E_\nu-E_0=\nu\omega$. From $x^3=N(x^3)+3x$, in which only the terms without $a$ survive on the vacuum, $q^3|0\rangle=s^3(a^{\dagger3}+3a^\dagger)|0\rangle=s^3(\sqrt6\,|3\rangle+3|1\rangle)$, using $a^{\dagger\nu}|0\rangle=\sqrt{\nu!}\,|\nu\rangle$. The squared amplitudes are $6s^6$ and $9s^6$. The number of links is the number of quanta travelling between the vertices.

\section{Worked example}

The model is a single oscillator, whose algebra is that of one photon mode. The chosen inputs are two model masses, $7.016$ u and $18.998$ u, whose reduced mass is $\mu$, and $\omega=0.0014$ hartree, or $307.3\ \mathrm{cm}^{-1}$. They are taken as exact numbers defining the model; the element labels used for them in the program are only variable names, and no real material is described. With $1\ \mathrm{u}=1822.8885\,m_e$,
\begin{align}
\mu&=\frac{7.016\times18.998}{7.016+18.998}\ \mathrm{u}=5.123778\ \mathrm{u}=9340.076\,m_e,\\
s^2&=\frac{1}{2\times9340.076\times0.0014}=3.823768\times10^{-2}\ \mathrm{bohr}^2,\qquad s=0.195545\ \mathrm{bohr}.
\end{align}
The period $2\pi/\omega$ is $4488.0$ atomic units of time, which at $0.024189$ fs each is $108.56$ fs.

The equal-time moments $(2n-1)!!\,s^{2n}$ are $s^2=3.823768\times10^{-2}\ \mathrm{bohr}^2$, $3s^4=4.386361\times10^{-3}\ \mathrm{bohr}^4$, $15s^6=15\times5.590809\times10^{-5}=8.38621\times10^{-4}\ \mathrm{bohr}^6$ and $105s^8=2.244685\times10^{-4}\ \mathrm{bohr}^8$.

For the four-time function $G_4=\langle0|T\,q(t_1)q(t_2)q(t_3)q(t_4)|0\rangle$ the chosen times are $t_1,\dots,t_4=300,1200,0,700$ atomic units, deliberately out of order. Each propagator is $s^2(\cos\theta-i\sin\theta)$ with $\theta=\omega|t_i-t_j|$; for instance $\theta_{12}=0.0014\times(1200-300)=1.260$. In units of $10^{-2}\ \mathrm{bohr}^2$,
\begin{align*}
\theta_{12}&=1.260, & D_{12}&=+1.169373-3.640573\,i,\\
\theta_{13}&=0.420, & D_{13}&=+3.491440-1.559181\,i,\\
\theta_{14}&=0.560, & D_{14}&=+3.239707-2.031133\,i,\\
\theta_{23}&=1.680, & D_{23}&=-0.416740-3.800991\,i,\\
\theta_{24}&=0.700, & D_{24}&=+2.924579-2.463339\,i,\\
\theta_{34}&=0.980, & D_{34}&=+2.129925-3.175629\,i .
\end{align*}
Products follow from $(u-iv)(u'-iv')=(uu'-vv')-i(uv'+vu')$. For the first, in units of $10^{-4}\ \mathrm{bohr}^4$, the real part is $1.169373\times2.129925-3.640573\times3.175629=-9.07043$ and the imaginary part is $-(1.169373\times3.175629+3.640573\times2.129925)=-11.46764$. The three terms, in the same units, are
\begin{align*}
D_{12}D_{34}&=-9.070432-11.46764\,i,\\
D_{13}D_{24}&=+6.370201-13.16055\,i,\\
D_{14}D_{23}&=-9.070432-11.46764\,i,
\end{align*}
and their sum is $G_4=(-1.177066-3.609583\,i)\times10^{-3}\ \mathrm{bohr}^4$. The direct grid calculation gives the same digits.

Two of the three terms are equal, and this is not an accident of the chosen times. The phases add, and $1.260+0.980=0.560+1.680$. Call the sorted times $\tau_1\ge\tau_2\ge\tau_3\ge\tau_4$, here $t_2,t_4,t_1,t_3$. The crossed pairing of $\tau_1$ with $\tau_3$ and $\tau_2$ with $\tau_4$, which is $D_{12}D_{34}$, and the nested pairing of $\tau_1$ with $\tau_4$ and $\tau_2$ with $\tau_3$, which is $D_{14}D_{23}$, both have total phase $\omega(\tau_1+\tau_2-\tau_3-\tau_4)$. Both describe two quanta present between $\tau_3$ and $\tau_2$. The pairing of neighbours, $D_{13}D_{24}$, has phase $\omega(\tau_1-\tau_2+\tau_3-\tau_4)$ and passes through the vacuum in that interval. The equality rests on every $D_{ij}$ being the same constant times $e^{-i\omega|t_i-t_j|}$. With several frequencies each $D$ is a sum of exponentials, and for the $\pm k$ field taken at different points each $D_{ij}$ carries its own factor $\cos k(x_i-x_j)$ even though there is only one frequency; in either case the two terms differ in general.

For the cubic vertices at the chosen $t=700$, $\omega t=0.980$ and $D(t)=(2.129925-3.175629\,i)\times10^{-2}\ \mathrm{bohr}^2$. With $s^6=5.590809\times10^{-5}\ \mathrm{bohr}^6$, in units of $10^{-4}\ \mathrm{bohr}^6$,
\begin{align*}
6D^3&=6\times0.5590809\;e^{-3i\times0.980}=-3.286553-0.671669\,i,\\
9D(0)^2D&=9\times0.5590809\;e^{-i\times0.980}=+2.802786-4.178837\,i,\\
G(700)&=-0.483767-4.850505\,i .
\end{align*}
The grid gives the same $G$, gives $-3.286553-0.671669\,i$ for the normal-ordered vertices, which is $6D^3$ alone, and gives the weights $|\langle1|q^3|0\rangle|^2/s^6=9.000000$ and $|\langle3|q^3|0\rangle|^2/s^6=6.000000$.

\section{What the numerical check tests}

The numerical check verifies the lemma \eqref{eq:lemma}, the theorem \eqref{eq:wick} and its time-ordered form \eqref{eq:wickT} as matrix identities for one to six operators in a two-mode Fock space. The first two use random complex coefficients; the third uses the $\pm k$ field evolved with $e^{iH_0t}$ and includes a pair of equal times. The matrices act on states with so few quanta that the truncation of the space is never felt. The largest relative errors are $3.6\times10^{-16}$, $5.3\times10^{-16}$ and $3.3\times10^{-15}$, the size of rounding. The counts \eqref{eq:count} and \eqref{eq:partialcount} are compared with a search through all permutations of up to eight labels for those that are their own inverse, since such a permutation is a partial pairing, its fixed points being the unpaired labels. The values $(2n-1)!!$ are compared with powers of the matrix $a+a^\dagger$ and with Gaussian quadrature, and the charged-field values and $\langle qp\rangle$, $\langle pq\rangle$ with direct matrix products. The moments, the six propagators, $G_4$, $G(700)$ for plain and for normal-ordered vertices, and the two weights of the worked example are recomputed by diagonalizing the oscillator Hamiltonian on a position grid and evolving states in time, a route that uses no ladder operators and no sum over pairings; only the form $N(q^3)=q^3-3s^2q$ of the normal-ordered vertex is taken over from \eqref{eq:n3}.

\section*{Numbers as computed}
\begin{verbatim}
m=1 operators: terms by number of contractions [1], total 1
m=2 operators: terms by number of contractions [1, 1], total 2
m=3 operators: terms by number of contractions [1, 3], total 4
m=4 operators: terms by number of contractions [1, 6, 3], total 10
m=5 operators: terms by number of contractions [1, 10, 15], total 26
m=6 operators: terms by number of contractions [1, 15, 45, 15], total 76
m=7 operators: terms by number of contractions [1, 21, 105, 105], total 232
m=8 operators: terms by number of contractions [1, 28, 210, 420, 105], total 764
n=1: (2n-1)!! = 1, <(a+a+)^2n> = 1.000000, Gaussian moment = 1.000000
n=2: (2n-1)!! = 3, <(a+a+)^2n> = 3.000000, Gaussian moment = 3.000000
n=3: (2n-1)!! = 15, <(a+a+)^2n> = 15.000000, Gaussian moment = 15.000000
n=4: (2n-1)!! = 105, <(a+a+)^2n> = 105.000000, Gaussian moment = 105.000000
n=5: (2n-1)!! = 945, <(a+a+)^2n> = 945.000000, Gaussian moment = 945.000000
n=6: (2n-1)!! = 10395, <(a+a+)^2n> = 10395.000000, Gaussian moment = 10395.000000
equal time: Im<qp> = +0.500, Im<pq> = -0.500 (hbar)
max relative error, n=1..6: lemma 3.6e-16, product 5.3e-16, T product 3.3e-15
charged, n=1: pairings 1, nonzero 1, <psi^n psi+^n> = 1.000000
charged, n=2: pairings 3, nonzero 2, <psi^n psi+^n> = 2.000000
charged, n=3: pairings 15, nonzero 6, <psi^n psi+^n> = 6.000000
inputs: m_Li = 7.016 u, m_F = 18.998 u, omega = 0.0014 hartree = 307.3 cm^-1
1 u = 1822.888 m_e; mu = 5.1238 u = 9340.08 m_e
period = 4488.0 a.u. = 108.56 fs; 1 a.u. of time = 0.024189 fs
s^2 = D(0) = 3.823768e-02 bohr^2, s = 0.195545 bohr, s^6 = 5.590809e-05 bohr^6
<q^2>: Wick 1 s^2 = 3.823768e-02, grid 3.823768e-02 bohr^2
<q^4>: Wick 3 s^4 = 4.386361e-03, grid 4.386361e-03 bohr^4
<q^6>: Wick 15 s^6 = 8.386213e-04, grid 8.386213e-04 bohr^6
<q^8>: Wick 105 s^8 = 2.244685e-04, grid 2.244685e-04 bohr^8
times t1..t4 = [300.0, 1200.0, 0.0, 700.0] a.u.
D12: omega|dt| = 1.260 rad, D = +1.169373e-02 -3.640573e-02i bohr^2
D13: omega|dt| = 0.420 rad, D = +3.491440e-02 -1.559181e-02i bohr^2
D14: omega|dt| = 0.560 rad, D = +3.239707e-02 -2.031133e-02i bohr^2
D23: omega|dt| = 1.680 rad, D = -4.167401e-03 -3.800991e-02i bohr^2
D24: omega|dt| = 0.700 rad, D = +2.924579e-02 -2.463339e-02i bohr^2
D34: omega|dt| = 0.980 rad, D = +2.129925e-02 -3.175629e-02i bohr^2
D12D34 = -9.070432e-04 -1.146764e-03i bohr^4
D13D24 = +6.370201e-04 -1.316055e-03i bohr^4
D14D23 = -9.070432e-04 -1.146764e-03i bohr^4
G4 Wick = -1.177066e-03 -3.609583e-03i bohr^4
G4 grid = -1.177066e-03 -3.609583e-03i bohr^4
cubic vertices, t = 700.0 a.u., omega t = 0.980 rad: pairings 6 (three links) + 9 (one link)
D(t) = +2.129925e-02 -3.175629e-02i bohr^2
6 D^3 = -3.286553e-04 -6.716685e-05i bohr^6
9 D(0)^2 D = +2.802786e-04 -4.178837e-04i bohr^6
<T q3 q3> Wick = -4.837674e-05 -4.850505e-04i bohr^6
<T q3 q3> grid = -4.837674e-05 -4.850505e-04i bohr^6
<T N(q3) N(q3)> grid = -3.286553e-04 -6.716685e-05i bohr^6
|<1|q^3|0>|^2/s^6 = 9.000000, |<3|q^3|0>|^2/s^6 = 6.000000
\end{verbatim}
